# Nonlinear transmission line under a contact: first integral and injection length, part 1

(Sections cited here and not found follow in the second part.)

## First half: the first integral and what it says about length

**Q.** The usual account of a planar contact has current leaving a thin layer over a transfer length fixed by two resistances. If the interface is not ohmic, there is no fixed interface resistance. What is left of the account?

**A.** The circuit is left, and it is enough. Take a layer of sheet resistance $R$ and width $w$, covered by metal from the front edge $x=0$ to the far end $x=L$. Four assumptions define the model. The metal is an equipotential. The layer is thin enough for its potential to depend on $x$ alone. $R$ is the same everywhere under the metal. The current density through the interface at a point depends on the voltage across the interface at that point and on nothing else.

Let $V(x)$ be the magnitude of that voltage, $J(V)$ the magnitude of the interface current density, and $I(x)$ the magnitude of the current still in the layer at $x$. I require $J(0)=0$, $J>0$ for $V>0$, a continuous slope $J'$, and a finite resistivity at low drive,

$$J'(0)=\frac1\rho .$$

**Q.** Magnitudes hide signs. Current may pass from the layer to the metal or the other way.

**A.** Both directions lead to the same equations. Suppose first that current enters the layer at the front and leaves through the metal. The layer is then at a higher potential than the metal. Its potential falls with $x$ because the current runs towards larger $x$, so $V$ falls with $x$.

Reverse the direction. The layer is now below the metal in potential, and its current runs back towards the front. The layer potential falls in the direction of the current, so it rises with $x$, and the difference from the metal again shrinks with $x$. In both cases Ohm's law in the layer and conservation of charge in a slice $dx$ read

$$\frac{dV}{dx}=-\frac{R}{w}I,\qquad \frac{dI}{dx}=-wJ(V).$$

What may differ between the polarities is the function $J$. Each polarity is treated with its own $J$. These relations hold in any consistent system of units, atomic units included.

**Q.** Then you have a second-order nonlinear equation, and for a general $J$ you cannot solve it.

**A.** I need not solve it to obtain the current. Differentiate the first relation, with $R$ and $w$ constant, and insert the second:

$$\frac{d^2V}{dx^2}=-\frac Rw\frac{dI}{dx}=RJ(V).$$

The right side depends on $V$ but not separately on $x$. That suggests multiplying by $dV/dx$, because both sides then become derivatives. Define

$$\Phi(V)=\int_0^V J(v)\,dv .$$

By the chain rule,

$$\frac{dV}{dx}\frac{d^2V}{dx^2}=\frac{d}{dx}\left[\frac12\left(\frac{dV}{dx}\right)^2\right],\qquad RJ(V)\frac{dV}{dx}=\frac{d}{dx}\big[R\,\Phi(V)\big].$$

The two left sides, taken with the differential equation, are equal, so

$$\frac12\left(\frac{dV}{dx}\right)^2-R\,\Phi(V)=C ,$$

with $C$ the same at every $x$. This is the first integral.

**Q.** A constant that nobody knows is not yet a current.

**A.** The far end supplies it. No current leaves the layer beyond the metal, so $I(L)=0$ and $dV/dx=0$ there. With $V_L=V(L)$, this gives $C=-R\Phi(V_L)$. Now replace $dV/dx$ by $-RI/w$. The minus sign disappears in the square:

$$\frac{R^2I^2}{2w^2}=R\big[\Phi(V)-\Phi(V_L)\big].$$

Multiplication by $2w^2/R^2$ gives

$$I(x)^2=\frac{2w^2}{R}\Big[\Phi\big(V(x)\big)-\Phi(V_L)\Big].$$

**Q.** You have exchanged one unknown for another. I control the front voltage $V_0=V(0)$ and the length $L$, not $V_L$.

**A.** The length fixes $V_L$. Since $V$ falls with $x$, take the negative root,

$$\frac{dV}{dx}=-\sqrt{2R[\Phi(V)-\Phi(V_L)]}.$$

Separate the variables and integrate from the front to the far end. Exchanging the limits on $V$ absorbs the minus sign:

$$L=\int_{V_L}^{V_0}\frac{dV}{\sqrt{2R[\Phi(V)-\Phi(V_L)]}} .$$

Near the lower limit the bracket is approximately $J(V_L)(V-V_L)$, so the integrand diverges as an inverse square root and the integral is finite.

**Q.** Does this give back the ohmic contact?

**A.** Put $J=V/\rho$. Then $\Phi=V^2/(2\rho)$. With

$$L_T=\sqrt{\rho/R},$$

the length integral becomes

$$L=L_T\int_{V_L}^{V_0}\frac{dV}{\sqrt{V^2-V_L^2}}=L_T\,\mathrm{arcosh}\frac{V_0}{V_L},$$

so $V_L=V_0/\cosh(L/L_T)$. The current at the front is

$$I_0=\frac{w}{\sqrt{R\rho}}\sqrt{V_0^2-V_L^2}=\frac{wV_0}{\sqrt{R\rho}}\tanh\frac{L}{L_T},$$

which is the linear transmission-line result.

**Q.** I want to know how far the current reaches. Which length should I watch when there is no single exponential?

**A.** Start with a long contact, so that the far end does not confuse the question. When $V_L\to0$, the integrand of the length integral approaches $L_T/V$ at small voltage, and the integral grows logarithmically without bound. A contact of unlimited length therefore has $V_L=0$ and $\Phi(V_L)=0$, and

$$I_0=w\sqrt{\frac{2\Phi(V_0)}{R}} .$$

Define the injection length as the length of a uniform contact, working everywhere at the front density $J(V_0)$, that would carry the same current:

$$\lambda=\frac{I_0}{wJ(V_0)}=\frac{1}{J(V_0)}\sqrt{\frac{2\Phi(V_0)}{R}} .$$

Conservation of charge gives it a second meaning. At the front $-I^{-1}dI/dx=wJ(V_0)/I_0=1/\lambda$, so $\lambda$ is the initial decay length of the layer current. For the ohmic interface it equals $L_T$.

**Q.** That is a definition. Could anyone measure it?

**A.** Within this model, yes. Square the long-contact current and differentiate with respect to $V_0$, using $d\Phi/dV_0=J(V_0)$:

$$2I_0\frac{dI_0}{dV_0}=\frac{2w^2}{R}J(V_0)
\quad\Longrightarrow\quad
\frac{dV_0}{dI_0}=\frac{RI_0}{w^2J(V_0)}=\frac{R\lambda}{w}.$$

The differential contact resistance, multiplied by $w/R$, is the injection length. The contact must be long, other series resistances must have been removed, and $R$ must be the sheet resistance under the metal.

**Q.** Now the central claim. A superlinear interface conducts better at high voltage, so current leaves sooner. But the total current also rises, and more current might need more length. Why should the first effect win?

**A.** That competition is the ratio in $\lambda$, and its derivative decides it. From

$$\lambda^2=\frac{2\Phi}{RJ^2}$$

and the quotient rule,

$$\frac{d\lambda^2}{dV_0}=\frac2R\left(\frac{J}{J^2}-\frac{2\Phi J'}{J^3}\right)=\frac{2}{R}\,\frac{J^2-2\Phi J'}{J^3},$$

with all functions taken at $V_0$. The sign is that of $J^2-2\Phi J'$. Because $J(0)=0$,

$$J(V_0)^2=2\int_0^{V_0}J(v)J'(v)\,dv .$$

Suppose $J$ is convex, meaning that its slope never falls as $v$ rises. Then $J'(v)\le J'(V_0)$ throughout the integral. Since $J$ is positive,

$$J(V_0)^2\le 2J'(V_0)\int_0^{V_0}J(v)\,dv=2J'(V_0)\Phi(V_0).$$

Hence $\lambda$ cannot rise. Equality requires a constant slope all the way from zero to $V_0$. Once the curve has bent upwards, $\lambda$ falls strictly with drive. In physical terms, the total current grows as the square root of an integral over all voltages below $V_0$, while the front density responds to the top voltage alone. Convexity makes the latter grow faster.

**Q.** "Superlinear" often means no more than that $J/V$ rises. That is weaker than convexity.

**A.** It is, and it supports a weaker conclusion. If $J/V$ never falls, then $J(v)\le vJ(V_0)/V_0$ for $v\le V_0$. Integration gives $\Phi(V_0)\le V_0J(V_0)/2$. Also $J(V_0)/V_0\ge1/\rho$, because $1/\rho$ is the value of the ratio at zero voltage. Therefore

$$\lambda\le\sqrt{\frac{V_0}{RJ(V_0)}}\le L_T .$$

The injection length stays at or below its low-drive value, but it may rise again on the way.

**Q.** Show me a case, or I shall suspect that the proof is merely clumsy.

**A.** Use units in which $R=w=\rho=1$, so that $L_T=1$, and let the conductance jump almost tenfold near $V=1$:

$$J=V\left[1+\frac{9}{1+e^{-(V-1)/0.05}}\right].$$

The ratio $J/V$ rises everywhere. Above the step $J\simeq10V$. Treating the step as sharp gives $\Phi\simeq\tfrac12+5(V^2-1)=5V^2-\tfrac92$, and so

$$\lambda^2\simeq\frac{10V^2-9}{100V^2},$$

which increases with $V$. Numerical integration of the smooth law gives $\lambda/L_T=0.196$ at $V=1.2$ and $0.300$ at $V=3.0$. Just above the step the front conducts well, but most of $\Phi$ has yet to accumulate. Higher drive lets the current catch up.

**Q.** And a sublinear interface?

**A.** If the slope never rises, the convexity inequality reverses and $\lambda$ cannot fall. For a saturating interface, $J=J_s(1-e^{-V/V_a})$, high voltage gives $\Phi\simeq J_sV_0$ and $\lambda\simeq\sqrt{2V_0/(RJ_s)}$. The front cannot take more current, so the contact recruits more length.

**Q.** Your $\lambda$ is a property of the front edge. I care about the depth that collects half the current, or nine tenths.

**A.** Let $x_f$ be the depth at which a fraction $f$ has left the layer, so that $I(x_f)=(1-f)I_0$. Charge conservation gives $dx=-dI/(wJ)$, hence

$$x_f=\int_{(1-f)I_0}^{I_0}\frac{dI}{wJ}.$$

In a long contact, each point obeys $I=w\sqrt{2\Phi(V)/R}$, the same relation as the front. What lies beyond any point is itself a long contact with that point as its front. So $I/(wJ)$ at the point is $\lambda(I)$, the injection length of a contact driven at current $I$. Put $1/(wJ)=\lambda(I)/I$ and $I=sI_0$:

$$x_f=\int_{1-f}^{1}\lambda(sI_0)\,\frac{ds}{s}.$$

For an ohmic interface this is $L_T\ln[1/(1-f)]$. For convex $J$, raising $I_0$ cannot raise $\lambda(sI_0)$ for any $s$, and it lowers $\lambda$ wherever the curve has already bent. The depth for each fixed fraction therefore shrinks as well.

**Q.** Then at high drive the deep part of the contact is abandoned?

**A.** Its share falls, but its current does not. The equation has no explicit $x$, so all long-contact profiles are pieces of one curve, shifted along $x$. Higher $V_0$ adds a steeper piece at the front and pushes the old profile deeper. At a fixed position both $V$ and $I$ increase. Far enough in, $V$ is small, $J\simeq V/\rho$, and the decay length returns to $L_T$.

## Second half: a sinh interface, its origin and a silicon contact

The symbols carried over are these. $V_0$ and $I_0$ are the interface voltage and layer current at the front, $J$ is the interface current density, $\Phi$ is its integral over voltage from zero, $R$ is the sheet resistance, $w$ the width, $\rho=1/J'(0)$ and $L_T=\sqrt{\rho/R}$. For a long contact,

$$I_0=w\sqrt{\frac{2\Phi(V_0)}R},\qquad \lambda=\frac{I_0}{wJ(V_0)},\qquad x_f=\int_{1-f}^1\lambda(sI_0)\frac{ds}s .$$

Both lengths shrink with drive when $J$ is convex and has begun to bend.

**Q.** Give me a law for which the size of the effect can be seen without numerical integration.

**A.** Take $J=J_0\sinh(V/V_1)$. Its slope at zero is $J_0/V_1$, so $\rho=V_1/J_0$. Write $u_0=V_0/V_1$. Integration and the identity $\cosh u-1=2\sinh^2(u/2)$ give

$$\Phi=J_0V_1(\cosh u_0-1)=2J_0V_1\sinh^2\frac{u_0}{2}.$$

The current is then $2w\sqrt{J_0V_1/R}\,\sinh(u_0/2)$. Since $V_1=\rho J_0$, the square root is $J_0\sqrt{\rho/R}=J_0L_T$. Thus

$$I_0=I_*\,i,\qquad I_*=2wJ_0L_T,\qquad i=\sinh\frac{u_0}{2}.$$

Divide by $wJ_0\sinh u_0=2wJ_0\sinh(u_0/2)\cosh(u_0/2)$:

$$\lambda=\frac{L_T}{\cosh(u_0/2)}=\frac{L_T}{\sqrt{1+i^2}} .$$

**Q.** So the current scale $I_*$ marks the end of ohmic behaviour. What happens far above it?

**A.** There $\lambda\simeq L_T/i=2wJ_0L_T^2/I_0$. With $L_T^2=\rho/R$ and $J_0\rho=V_1$,

$$\lambda\simeq\frac{2wV_1}{RI_0}.$$

The low-drive resistivity has cancelled. The injection length is the distance over which the front field in the layer, $RI_0/w$, would drop a voltage $2V_1$. A better interface of the same $V_1$ has a larger $I_*$. At a fixed current far above both values of $I_*$, it needs less voltage but has nearly the same injection length.

**Q.** Does the depth for a chosen fraction have an equally simple form?

**A.** Insert $\lambda(sI_0)=L_T/\sqrt{1+i^2s^2}$ and substitute $y=1/(is)$. Then $ds/s=-dy/y$ and $\sqrt{1+i^2s^2}=\sqrt{1+y^2}/y$. The factors of $y$ cancel, and the minus sign exchanges the limits:

$$x_f=L_T\int_{1/i}^{1/[(1-f)i]}\frac{dy}{\sqrt{1+y^2}}
=L_T\left[\operatorname{arsinh}\frac1{(1-f)i}-\operatorname{arsinh}\frac1i\right].$$

For small $i$ both arguments are large, $\operatorname{arsinh}y\simeq\ln(2y)$, and the ohmic value $L_T\ln[1/(1-f)]$ returns. When $(1-f)i$ is large, $x_f\simeq L_Tf/[(1-f)i]$. That second condition is demanding for $f$ close to one, so the 90% depth begins its $1/I_0$ decrease much later than the 50% depth.

For a long contact with a sinh interface, the injection length and the depth that collects any chosen fraction of the current now have closed forms, and both shrink as the drive rises. What remains is to explain why the 90% depth responds so late, where a sinh law could come from, and how large the effect is in a silicon contact.
